# Zak phase of a PAW chain with and without augmentation

## Problem

A one-dimensional chain of period $a=6.0$ bohr has two potential wells per cell. A narrow well, the "hard atom", sits at $X=0.5$ bohr. With $t=x-X$ it is

$$v_{\rm hard}=-2.8\,\bigl(1-t^2/r_c^2\bigr)^{12},\qquad |t|<r_c=1.2\ \text{bohr}.$$

A broader well sits at $X+D$ with $D=2.2$ bohr. With $s=x-X-D$ it is $v_{\rm soft}=-2.0\,(1-s^2)^3$ for $|s|<1$ bohr. Energies are in hartree, and $\hbar=m=1$. The soft well nearest on the left of a hard atom is 3.8 bohr away, so the chain has no inversion centre. The electrons are spinless, so the lowest band is filled with one electron per cell. It lies between $-0.885$ and $-0.861$ hartree, and a gap of 0.214 hartree separates it from the next band.

The hard atom is treated by PAW. The all-electron wave $\psi_k$ and the pseudo wave $\tilde\psi_k$ are related in the sphere $|t|<r_c$ by

$$\psi_k=\tilde\psi_k+\sum_i(\phi_i-\tilde\phi_i)\,c_i(k),\qquad c_i(k)=\langle p_i|\tilde\psi_k\rangle,\qquad \langle p_i|\tilde\phi_j\rangle=\delta_{ij}, \tag{1}$$

with the Bloch-translated relation at every other hard atom. Between the spheres $\psi_k=\tilde\psi_k$. The real partial waves $\phi_i$ are one even and one odd solution in the hard well at each band-edge energy, normalised to 1 in the sphere. Each $\tilde\phi_i$ is a three-term even or odd polynomial in $t$ that matches $\phi_i$ at $r_c$ in value, slope and second derivative. The projectors $p_i$ are combinations of the $\tilde\phi_j$ times $(1-t^2/r_c^2)^2$. Define

$$q_{ij}(b)=\int_{-r_c}^{r_c}e^{-ibt}\,(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dt,\qquad d_{ij}=\int_{-r_c}^{r_c}t\,(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dt .$$

At the lower reference energy, $q_{ee}(0)=0.386$ for the even wave, $q_{oo}(0)=0.017$ for the odd wave, and $d_{eo}=0.0329$ bohr.

(a) Estimate how far the centre obtained from the Zak phase moves if the augmentation is dropped, and if $q_{ij}(b)$ is replaced by $q_{ij}(0)$.

(b) Derive the Zak phase in PAW form, compute it in the three versions, and decide which gives the centre of the all-electron Wannier function.

(c) Does the answer depend on the missing inversion centre?

Centres are electronic, without ionic terms or the sign of the charge, and are defined modulo $a$.

## First estimate by scaling

Suppose the electron is shared equally by the hard atom and its near neighbour. The centre then lies about $D/2=1.1$ bohr to the right of $X$, and the even partial wave carries a weight of about $\tfrac12$.

**No augmentation.** The pseudo wave lacks a charge $Q\approx\tfrac12 q_{ee}(0)=0.19$ near $X$. If the all-electron centre $\bar x$ is the charge-weighted mean of the pseudo centre $x_{\rm bare}$ and the missing charge at $X$, then $\bar x=(1-Q)\,x_{\rm bare}+QX$. Solving for $x_{\rm bare}$ and subtracting $\bar x$ gives

$$x_{\rm bare}-\bar x=\frac{\bar x-QX}{1-Q}-\bar x=\frac{Q}{1-Q}\,(\bar x-X)\approx\frac{0.19}{0.81}\times1.1\approx0.26\ \text{bohr}. \tag{2}$$

The centre moves away from the atom that lost charge.

**Only $q(0)$.** The missing charge is restored, but as a point charge at $X$. What is lost is its dipole, which needs an even and an odd wave together. The odd part comes from the neighbour's tail. Outside the wells a wave decays as $e^{-\kappa|t|}$ with $\kappa=\sqrt{2\times0.87}=1.32$ bohr$^{-1}$. The tail of the soft well at the hard atom is $e^{-\kappa(D-t)}$, whose odd part is $e^{-\kappa D}\sinh\kappa t$. Dividing its norm in the sphere by that of the even wave $e^{-\kappa|t|}$ gives the amplitude ratio

$$\rho\approx e^{-\kappa D}\left[\frac{\sinh(2\kappa r_c)/(2\kappa)-r_c}{(1-e^{-2\kappa r_c})/\kappa}\right]^{1/2}\approx0.055\left[\frac{3.3}{0.73}\right]^{1/2}\approx0.12 .$$

The dipole is the cross term, $2\times\tfrac12\times\rho\,d_{eo}\approx0.004$ bohr. It points towards the near neighbour, so dropping it should leave the centre about 0.004 bohr too close to $X$.

## Exact solution

### The phase and the Wannier centre

Take $N$ points $k$ spaced by $b=2\pi/(Na)$, with $\psi_{k+2\pi/a}=\psi_k$ and $\psi_k$ normalised in one cell. The links are

$$M_k=\int_{\rm cell}\psi_k^*\,e^{-ibx}\,\psi_{k+b}\,dx .$$

In $\prod_kM_k$ every $\psi_k$ occurs once as itself and once conjugated, so its arbitrary phase cancels. We may therefore use a smooth periodic gauge, in which $\psi_k(x)=\sum_Re^{ikRa}w(x-Ra)$ with a localised Wannier function $w$ orthonormal to its translates. Insert this sum twice, label the second cell $R+S$, and set $x=y+Ra$. The phases containing $R$ are $e^{-ikRa}\,e^{i(k+b)Ra}\,e^{-ibRa}=1$, so the sum over $R$ extends the cell integral to the whole line:

$$M_k=\sum_Se^{i(k+b)Sa}\int w^*(y)\,e^{-iby}\,w(y-Sa)\,dy .$$

At order $b^0$ orthonormality leaves 1. At order $b$ the factor $e^{ibSa}$ contributes nothing, because it multiplies $S\,\delta_{S0}=0$. Hence

$$M_k=1-ib\,\mathcal A(k)+O(b^2),\qquad \mathcal A(k)=\sum_Se^{ikSa}x_S,\qquad x_S=\int w^*(y)\,y\,w(y-Sa)\,dy .$$

Shifting the integration variable and using orthogonality gives $x_{-S}=x_S^*$, so $\mathcal A$ is real and $\operatorname{Im}\ln M_k=-b\,\mathcal A(k)+\dots$ The sum over the $k$ grid removes all terms with $S\neq0$, apart from multiples of $N$, which are negligible for a localised $w$. What remains is $N x_0$, and $x_0=\int x|w|^2dx=\bar x$. With $Nb=2\pi/a$ the Zak phase is

$$\varphi=-\operatorname{Im}\ln\prod_kM_k\;\to\;\frac{2\pi\bar x}{a},\qquad \bar x=\frac{a\varphi}{2\pi}\pmod a. \tag{3}$$

The error is of order $b^2$. Reversing a link conjugates it, so the phase of a link, written as a function of its midpoint, is odd in $b$. The first correction per link is $b^3$, and there are $N\propto1/b$ links.

The derivation needs an isolated band. If the gap closes, a smooth gauge and a localised $w$ are no longer guaranteed.

### The links in PAW form

Write $O=e^{-ibx}$, $\Delta_i=\phi_i-\tilde\phi_i$, and let a prime denote $k+b$. Choose the cell so that it contains the whole sphere at $X$. Equation (1) gives

$$\langle\psi|O|\psi'\rangle=\langle\tilde\psi|O|\tilde\psi'\rangle+\sum_ic_i^*\langle\Delta_i|O|\tilde\psi'\rangle+\sum_j\langle\tilde\psi|O|\Delta_j\rangle c_j'+\sum_{ij}c_i^*\langle\Delta_i|O|\Delta_j\rangle c_j' .$$

Every $\Delta_i$ vanishes outside the sphere. Inside, put $\tilde\psi=\sum_i\tilde\phi_ic_i+r$, where $r$ is the part the partial waves do not describe. The terms without $r$ combine through

$$\langle\Delta_i|O|\tilde\phi_j\rangle+\langle\tilde\phi_i|O|\Delta_j\rangle+\langle\Delta_i|O|\Delta_j\rangle=\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle ,$$

which is the product $(\tilde\phi_i+\Delta_i)(\tilde\phi_j+\Delta_j)$ less $\tilde\phi_i\tilde\phi_j$. Since $x=X+t$, this difference equals $e^{-ibX}q_{ij}(b)$. Therefore

$$M_k=\langle\tilde\psi_k|e^{-ibx}|\tilde\psi_{k+b}\rangle+e^{-ibX}\sum_{ij}c_i^*(k)\,q_{ij}(b)\,c_j(k+b), \tag{4}$$

up to the remainder $\sum_ic_i^*\langle\Delta_i|O|r'\rangle+\sum_j\langle r|O|\Delta_j\rangle c_j'$, which vanishes for a complete partial-wave set.

The pseudo waves follow from plane-wave solutions $\psi_k$ by inverting (1). Projecting (1) on $p_i$ gives

$$\langle p_i|\psi_k\rangle=c_i+\sum_j\bigl(\langle p_i|\phi_j\rangle-\delta_{ij}\bigr)c_j=\sum_j\langle p_i|\phi_j\rangle\,c_j ,$$

a small linear system for $c$. Then $\tilde\psi_k=\psi_k-\sum_i\Delta_ic_i$.

### What the truncated versions compute

**No augmentation.** The first term of (4) alone is the link of the pseudo waves. Dividing each $\tilde\psi_k$ by its norm changes the modulus of a link but not its phase. The argument leading to (3) then applies to the normalised pseudo band, and the result is the centre of that band's own Wannier function. This is a well-defined number, but it belongs to a different charge density.

**With $q(0)$.** Expanding the exponential gives $q_{ij}(b)=q_{ij}(0)-ib\,d_{ij}+O(b^2)$. The links with $q(b)$ and with $q(0)$ thus differ by $-ib\,c^\dagger dc$ to leading order. Both tend to 1 as $b\to0$ in the smooth gauge, so their phases differ by $-b\,c^\dagger dc$. Summing over links and multiplying by $-a/2\pi$,

$$\bar x[q(b)]-\bar x[q(0)]\;\to\;\frac{ab}{2\pi}\sum_kc^\dagger dc=\frac1N\sum_kc^\dagger(k)\,d\,c(k). \tag{5}$$

Each link loses a term of order $b$, but the number of links grows as $1/b$, so a finer $k$ grid does not remove the error. By parity, $d_{ij}$ couples an even wave with an odd one.

### Numbers

The reference is a direct integral that uses no links. The phases of $\psi_k$ are fixed by making $\psi_k$ real and positive at the right edge of the sphere, the waves are summed to $w(x)$, and $\int x|w|^2dx$ is evaluated. It gives $\bar x=1.45627$ bohr.

With $N=120$, equation (3) turns phases into centres through $a/2\pi=0.95493$ bohr:

- No augmentation: $\varphi=1.7997$ rad, so the centre is $0.95493\times1.7997=1.7186$ bohr, which is 0.262 bohr too far right.
- With $q(0)$: $\varphi=1.5208$ rad, centre 1.4523 bohr, which is 0.0040 bohr too far left.
- With $q(b)$: $\varphi=1.5250$ rad, centre 1.45627 bohr, which differs from the direct integral by $4\times10^{-6}$ bohr.

Of the three, the version with $q(b)$ gives the all-electron Wannier centre. Its small difference is that of the finite $k$ grid, since links computed from $\psi_k$ itself show the same one. For those links the error falls by a factor 4.00 from $N=30$ to $N=60$, as order $b^2$ requires. The $q(0)$ error stays at 0.0040 bohr for both grids.

The direct Wannier centre of the normalised pseudo band is 1.7186 bohr, equal to the bare value as derived. The mean of $c^\dagger dc$ is 0.00397 bohr, equal to the difference between the $q(b)$ and $q(0)$ centres as (5) requires.

The remainder in (4) is controlled by the partial waves. With a single reference energy at mid-band the largest absolute difference between the link (4) and the all-electron link, whose modulus is close to 1, is $2.8\times10^{-4}$. With the two band-edge energies it is $7\times10^{-8}$. The band width enters as follows. Equation (1) with $\tilde\psi=\sum_i\tilde\phi_ic_i+r$ gives $r=\psi_k-\sum_i\phi_ic_i$ in the sphere. Only $v_{\rm hard}$ acts there, so $\psi_k$ is a combination of the even and odd solutions at its own energy $\varepsilon_k$. Hence $r$ vanishes when $\varepsilon_k$ equals a reference energy, and otherwise scales as $\varepsilon_k-\varepsilon_{\rm ref}$ for one reference and as $(\varepsilon_k-\varepsilon_1)(\varepsilon_k-\varepsilon_2)$ for two. These factors are small for a band only 0.024 hartree wide. A wider band may need more partial waves.

### The role of inversion

Let the chain be symmetric about $X$. Inversion maps a centre $\bar x$ to $2X-\bar x$, and the two must agree modulo $a$. Hence $\bar x=X$ or $X+a/2$.

The parities of the band decide between them. Choose $w$ with parity $p=\pm1$ about its centre, which is possible because the eigenfunctions of the position operator projected on the band are nondegenerate. If the centre is $X$, inverting the Bloch sum about $X$ gives $\psi_k(2X-x)=p\,\psi_{-k}(x)$, so the parity is $p$ at both $k=0$ and $k=\pi/a$. If the centre is $X+a/2$, then $w(2X+a-y)=p\,w(y)$, and relabelling the cells gives

$$\psi_k(2X-x)=p\,e^{-ika}\,\psi_{-k}(x),$$

so the parity is $p$ at $k=0$ and $-p$ at $k=\pi/a$.

Partial waves and projectors of definite parity make the map (1) commute with inversion. Since the map is also invertible, $\tilde\psi_k$ has the parities of $\psi_k$, and the bare phase gives the same centre. In a control chain with the soft well at $X+a/2$ and depth 1.5 hartree, the centres without augmentation, with $q(b)$ and from all-electron links are all 0.500 bohr, the position of the hard atom. The answer to (c) is yes: a symmetric chain cannot reveal a missing augmentation through its Zak phase.

## Comparison of the two

For the bare phase the estimate was 0.26 bohr and the computed shift is 0.262 bohr. Part of this agreement is a cancellation. The computed mean augmentation charge is $Q=0.217$, larger than the assumed 0.19, while the distance $\bar x-X=0.956$ bohr is shorter than the assumed 1.1 bohr. With the computed values, (2) gives

$$\frac{0.2174}{0.7826}\times0.9563=0.2656\ \text{bohr},$$

against the computed shift of 0.2623 bohr.

The remaining 0.003 bohr measures what (2) leaves out: the dipole of the missing charge, Wannier weight on hard atoms in other cells, and the variation of the pseudo norm with $k$. The dipole alone changes (2) by $-0.0040/0.783=-0.005$ bohr, so the other two together must act in the opposite direction, by about $+0.002$ bohr. Only their sum is meaningful: because the augmentation charge varies with $k$, a different choice of the phases of $\psi_k$ moves part of one term into the other.

For the $q(0)$ version the estimate of 0.004 bohr, with the centre too close to $X$, agrees with the computed 0.0040 bohr in size and sign. The estimate assumed equal sharing and an unscattered exponential tail, so agreement this close should not be expected in general.

The two errors differ by a factor of about 66 because they have different origins. By (2), the first is the missing charge $Q$ multiplied by its distance from the bare centre, or equivalently $Q/(1-Q)$ times its distance from the all-electron centre. The second is the polarisation of that charge within its own sphere, which here depends on the weak tail of a neighbour. By (5), what counts is the in-phase part of the mixing, since $c^\dagger dc=2\sum d_{ij}\operatorname{Re}(c_i^*c_j)$ with $i$ even and $j$ odd. A large odd weight alone is not enough. In a symmetric chain, inversion and time reversal give $\psi_k(2X-x)=\lambda\,\psi_k^*(x)$ with $|\lambda|=1$, so $c_i=\lambda c_i^*$ for even waves and $c_j=-\lambda c_j^*$ for odd ones. Then $c_i^*c_j$ is purely imaginary and $c^\dagger dc=0$ at every $k$.

## Computed results

```
period a = 6.0 bohr, augmentation radius = 1.2 bohr
hard atom at X = 0.5 bohr, depth 2.8 hartree
soft well at 2.7 bohr, depth 2.0 hartree
soft well half width = 1.0 bohr
k points N = 120, b = 0.008727 1/bohr
band bottom (reference energy 1) = -0.88533 hartree
band top (reference energy 2) = -0.86110 hartree
gap to next band = 0.21420 hartree
partial waves normalised to 1 inside the sphere; at energy 1:
  q(0) even-even = 0.38634 (dimensionless)
  q(0) odd-odd = 0.01670 (dimensionless)
  dipole d even-odd = 0.03291 bohr
mean pseudo norm per cell = 0.78264 electrons
mean augmentation charge = 0.21736 electrons
sum of the two = 1.000000 electrons
Wannier centre, direct integral = 1.456270 bohr
norm of that Wannier function = 1.00000000
all-electron links: Zak phase = 1.524999 rad
  centre = 1.456266 bohr
  minus direct integral = -3.70e-06 bohr
no augmentation: Zak phase = 1.799712 rad
  centre = 1.718599 bohr
  minus direct integral = 2.62e-01 bohr
augmentation q(0): Zak phase = 1.520837 rad
  centre = 1.452293 bohr
  minus direct integral = -3.98e-03 bohr
augmentation q(b): Zak phase = 1.524999 rad
  centre = 1.456266 bohr
  minus direct integral = -3.73e-06 bohr
Wannier centre of normalised pseudo band = 1.718592 bohr
centre q(b) minus centre q(0) = 0.003974 bohr
mean on-site dipole c^+ d c = 0.003973 bohr
N = 30: errors in bohr: all-electron -5.92e-05
  q(0) -4.05e-03, q(b) -5.92e-05
N = 60: errors in bohr: all-electron -1.48e-05
  q(0) -3.99e-03, q(b) -1.48e-05
all-electron error ratio N=30 to N=60 = 4.001
largest link error, one reference energy = 2.80e-04
largest link error, two reference energies = 7.19e-08
symmetric chain: soft well at 3.5 bohr, depth 1.5 hartree
  centre all-electron = 0.500000 bohr
  centre no augmentation = 0.500000 bohr
  centre q(b) = 0.500000 bohr
```
